# Does a density-matched local pseudopotential keep the silicon s-p splitting?

## Question

I have norm-conserving s and p pseudopotentials for silicon and need a single local potential in their place, for a method that works with the density alone. My idea is to take the total valence density of the 3s² 3p² pseudo-atom and invert it: find the local potential whose own s² p² density is the same.

A density determines its local potential up to a constant. Does it follow that the inverted potential also has the right s and p levels and orbitals? If not, how large is the error in the s-p splitting, and does it matter once the potential is unscreened and used self-consistently?

## Answer

No, it does not follow. The uniqueness theorem compares one local potential with another. Your pseudo-atom has no common local potential: its s electrons feel $v_s(r)$ and its p electrons feel $v_p(r)$. Inversion finds a different system with the same density, and that system has its own orbitals and levels.

### The pseudo-atom

I use atomic units in the equations, and eV and nm for the results. The atom is non-relativistic, spherical and spin-unpolarized, in the local density approximation (LDA) with Slater exchange and VWN correlation. The two p electrons are spread equally over the p shell.

Write the radial orbitals as $u_l=rR_l$, with $\int u_l^2\,dr=1$. The centrifugal term $l(l+1)/2r^2$ is zero for s and $1/r^2$ for p, so

$$u_s''=2(v_s-\varepsilon_s)u_s,\qquad u_p''=2\left(v_p+\frac1{r^2}-\varepsilon_p\right)u_p. \tag{1}$$

Here $v_s$ and $v_p$ are screened potentials: they include the Hartree and exchange-correlation parts.

They are of Troullier-Martins form. Inside $r_c$ one sets $u_l=r^{l+1}e^{p(r)}$, with $p$ an even polynomial of degree 12. Its seven coefficients are fixed by the charge inside $r_c$, by continuity of $p$ and its first four derivatives, and by zero curvature of the potential at the origin. Since $u_l'/u_l=(l+1)/r+p'$, and $u''/u=(u'/u)'+(u'/u)^2$,

$$\frac{u_l''}{u_l}=\frac{l(l+1)}{r^2}+\frac{2(l+1)p'}{r}+p''+p'^2 .$$

The radial equation then gives $v_l=\varepsilon_l+(l+1)p'/r+\tfrac12(p''+p'^2)$. Beyond $r_c$ both potentials equal the all-electron one. I take $r_c=0.1$ nm in both channels.

### Why both orbitals cannot survive

Suppose a local $v$ had the same $u_s$ and $u_p$, with levels $\tilde\varepsilon_s,\tilde\varepsilon_p$. Both orbitals are nodeless, so we may divide by them:

$$v-\tilde\varepsilon_s=\frac{u_s''}{2u_s}=v_s-\varepsilon_s,\qquad
v-\tilde\varepsilon_p=\frac{u_p''}{2u_p}-\frac1{r^2}=v_p-\varepsilon_p .$$

Subtracting shows that $v_s-v_p$ is a constant. It vanishes beyond $r_c$, so it vanishes everywhere, contrary to the assumption $v_s\ne v_p$. At least one orbital must change. The total density is

$$4\pi r^2 n=2M,\qquad M=u_s^2+u_p^2, \tag{2}$$

so with $M$ fixed a change in one orbital forces a change in the other.

The levels are a separate matter. Multiply the first equation of (1) by $u_p$, the second by $u_s$, and subtract. With $\Delta=\varepsilon_p-\varepsilon_s$,

$$(u_s'u_p-u_su_p')'=2\left(v_s-v_p-\frac1{r^2}+\Delta\right)u_su_p .$$

The bracket on the left vanishes at $r=0$ and at infinity, so the right side integrates to zero:

$$\Delta=\frac{\langle s|1/r^2|p\rangle}{\langle s|p\rangle}+\frac{\langle s|v_p-v_s|p\rangle}{\langle s|p\rangle},\qquad
\langle s|f|p\rangle=\int u_s f u_p\,dr. \tag{3}$$

For a common local potential the second term is absent. The local orbitals differ from the old ones, so the first term changes too. The two changes could cancel by accident, but nothing in the density condition makes them do so. Thus the orbitals must fail, whereas the splitting is merely unprotected.

The problem is absent when a single shell is occupied. With only the s shell, for example, the density is $2u_s^2$ and gives the orbital directly; inversion then returns $v_s$ up to a constant. The ambiguity begins when two different orbitals share one density.

### The inversion

Keep $M$ and let the orbitals vary. Put $a=\sqrt M$ and

$$\tilde u_s=a\cos\theta,\qquad \tilde u_p=a\sin\theta .$$

This has the right total density for any $\theta(r)$. Differentiating twice,

$$\tilde u_s''=(a''-a\theta'^2)\cos\theta-(2a'\theta'+a\theta'')\sin\theta,$$
$$\tilde u_p''=(a''-a\theta'^2)\sin\theta+(2a'\theta'+a\theta'')\cos\theta .$$

Now require both to obey radial equations with the same $v$. Form $\cos\theta\,\tilde u_p''-\sin\theta\,\tilde u_s''$. On the left this leaves $2a'\theta'+a\theta''=(a^2\theta')'/a$. On the right $v$ cancels, leaving $2a\sin\theta\cos\theta\,(1/r^2-\tilde\varepsilon_p+\tilde\varepsilon_s)$. Hence, with $\tilde\Delta=\tilde\varepsilon_p-\tilde\varepsilon_s$,

$$(M\theta')'=\left(\frac1{r^2}-\tilde\Delta\right)M\sin2\theta . \tag{4}$$

Near the origin $\tilde u_p/\tilde u_s\propto r$, so $\theta(0)=0$. Far out the deeper s orbital decays faster, so $\theta\to\pi/2$. The condition $\int M\cos^2\theta\,dr=1$ selects $\tilde\Delta$; the p norm follows because $\int M\,dr=2$. The density is the only physical input to this problem.

The other combination, $\cos\theta\,\tilde u_s''+\sin\theta\,\tilde u_p''$, gives

$$a''-a\theta'^2=2a\left[(v-\tilde\varepsilon_s)\cos^2\theta+\left(v+\frac1{r^2}-\tilde\varepsilon_p\right)\sin^2\theta\right],$$

and therefore

$$v=\frac{a''}{2a}-\frac{\theta'^2}{2}+\tilde\varepsilon_s\cos^2\theta+\left(\tilde\varepsilon_p-\frac1{r^2}\right)\sin^2\theta . \tag{5}$$

Numerical second derivatives of a small density tail are best avoided. The original orbitals have the same $a$ and a known angle $\theta_0=\arctan(u_p/u_s)$. The same combination applied to (1) gives

$$\frac{a''}{2a}=\frac{\theta_0'^2}{2}+(v_s-\varepsilon_s)\cos^2\theta_0+\left(v_p+\frac1{r^2}-\varepsilon_p\right)\sin^2\theta_0 .$$

Inserting this in (5),

$$\begin{aligned}v={}&\tfrac12(\theta_0'^2-\theta'^2)+(v_s-\varepsilon_s)\cos^2\theta_0+(v_p-\varepsilon_p)\sin^2\theta_0\\&+\tilde\varepsilon_s\cos^2\theta+\tilde\varepsilon_p\sin^2\theta+\frac{\sin^2\theta_0-\sin^2\theta}{r^2}.\end{aligned} \tag{6}$$

As $r\to\infty$ both angles tend to $\pi/2$, their derivatives vanish, and $v_p\to0$. Equation (6) becomes $v\to\tilde\varepsilon_p-\varepsilon_p$. With the usual zero of energy, $v(\infty)=0$, this means

$$\tilde\varepsilon_p=\varepsilon_p .$$

The p orbital dominates the density tail, and the tail fixes its level. Any error in the splitting therefore appears in the s level.

### The numbers for silicon

Solving (4), building $v$ from (6) and then diagonalizing the s and p radial equations in that $v$ gives:

| | pseudo-atom | local potential |
|---|---:|---:|
| s level (eV) | −10.834 | −11.937 |
| p level (eV) | −4.171 | −4.171 |
| splitting (eV) | 6.663 | 7.766 |

The splitting error is

$$7.766-6.663=1.103\ \text{eV}\quad(0.0405\ \text{hartree}),$$

or 16.6 percent of the pseudo-atom splitting. The largest density error is only $6\times10^{-8}$ of the peak radial density, so a poor density fit is not the cause.

As a control I took the density of a truly local potential, $(v_s+v_p)/2$. Its splitting is 8.525 eV, and the inversion, started from the angle and splitting of the original pseudo-atom, returned 8.525 eV. The method does not create an error where none should exist.

Equation (3) shows how the error arises. For the pseudo-orbitals the first term is 8.132 eV, so the second must be $6.663-8.132=-1.469$ eV. Going to a local potential removes this negative term, which raises the splitting by 1.469 eV. The orbitals then readjust, and the first term falls from 8.132 to 7.766 eV, a change of −0.366 eV. The sum is 1.103 eV. Readjustment cancels about a quarter of the loss.

### Where the charge goes

The direction of the readjustment follows from two minimum principles. Let $T$ be the kinetic energy of two s and two p electrons, centrifugal part included. The local orbitals are the lowest in their channels for the potential $v$, so they minimize $T+\int v\,2M\,dr$ among normalized s and p pairs. The pseudo-orbitals are another such pair with the same $M$. The potential terms are equal, and since the lowest level of a radial channel is non-degenerate,

$$T_{\rm loc}<T_{\rm ps}.$$

The same reasoning proves uniqueness within this configuration. If two local potentials gave the same $M$ with different orbitals, each kinetic energy would have to be smaller than the other. If they gave the same orbitals, the radial equation would make them differ by a constant.

The pseudo-orbitals, in turn, minimize $T+2\int v_su_s^2dr+2\int v_pu_p^2dr$. Use the local orbitals as the trial pair and define $\delta=\tilde u_s^2-u_s^2$. Because $M$ is fixed, $\tilde u_p^2-u_p^2=-\delta$. Therefore

$$0<T_{\rm ps}-T_{\rm loc}<2\int(v_s-v_p)\,\delta\,dr. \tag{7}$$

On balance the local s orbital gains charge where $v_s$ lies above $v_p$: it moves into the region from which its own potential had kept it. The p orbital makes room. The statement is weighted, not pointwise: here $\delta>0$ everywhere inside 0.108 nm, including the shell from 0.069 to 0.1 nm where $v_s<v_p$. The right side of (7) is 1.06 eV.

Numerically, $T_{\rm ps}-T_{\rm loc}=34.658-34.066=0.592$ eV. The fraction of each orbital inside $r_c$ changes as follows:

- s: from 0.4203 to 0.4525;
- p: from 0.2406 to 0.2084.

The total for four electrons stays at $2(0.4203+0.2406)=2(0.4525+0.2084)=1.322$. Norm conservation holds for the sum and fails for each orbital. The mean s radius shrinks from 0.1152 to 0.1113 nm, and the mean p radius grows from 0.1485 to 0.1524 nm, by the same amount.

An overlap of the orbitals would hide much of this. The defect $1-\langle\tilde u|u\rangle$ is only 0.0010 for s and 0.0015 for p. For normalized functions, however,

$$\|\tilde u-u\|^2=2\left(1-\langle\tilde u|u\rangle\right),$$

so the differences have norms $\sqrt{0.00203}\approx0.045$ and $\sqrt{0.00306}\approx0.055$. The overlap defect is quadratic in the orbital change, whereas the lost term in (3) is linear in $v_p-v_s$. If the two potentials differed by a small amount of order $\lambda$, with orbital changes also of order $\lambda$, the splitting error would in general be of order $\lambda$. By (7) the kinetic excess would be of order $\lambda^2$. An overlap of 0.999 is thus compatible with a splitting error of an electronvolt.

### What the local potential looks like

The screened potentials, in eV, are:

| $r$ (nm) | $v_s$ | $v_p$ | $v$ |
|---:|---:|---:|---:|
| 0.01 | 38.6 | −30.1 | 80.9 |
| 0.03 | 32.0 | −30.3 | 26.3 |
| 0.05 | 1.3 | −31.4 | −8.9 |
| 0.08 | −35.6 | −30.7 | −34.9 |
| 0.12 | −15.8 | −15.8 | −16.5 |
| 0.20 | −5.3 | −5.3 | −5.5 |

The local potential is not an average of $v_s$ and $v_p$: at 0.01 nm it lies far above both. Equation (6) allows this. Near the origin put $\theta_0\approx c_0r$ and $\theta\approx cr$. The derivative term gives $\tfrac12(c_0^2-c^2)$ and the centrifugal term gives $c_0^2-c^2$, so

$$v(0)=v_s(0)+\tilde\varepsilon_s-\varepsilon_s+\tfrac32\left(c_0^2-c^2\right).$$

The p share of the density near the centre is $\sin^2\theta\approx c^2r^2$. A local potential that lowers this share has $c<c_0$, and the last term is then a repulsive contribution. Here $c_0\approx1.41$ and $c\approx0.72$ per bohr, so the term is about 60 eV.

It also differs from the all-electron potential outside $r_c$. There $v_s=v_p$, and with $\tilde\varepsilon_p=\varepsilon_p$ equation (6) reduces to

$$v-v_s=\tfrac12(\theta_0'^2-\theta'^2)+\Delta\cos^2\theta_0-\tilde\Delta\cos^2\theta+\frac{\cos^2\theta-\cos^2\theta_0}{r^2}.$$

Each term decays with the s share of the density, but does not stop at $r_c$. The difference is −0.75 eV at 0.12 nm and −0.14 eV at 0.20 nm. If you replace this tail by the all-electron potential, uniqueness says that you no longer have the same density. Cutting over at $r_c$ changes it by about 2 percent of the peak radial density and leaves the splitting at 7.77 eV, so the error is not repaired.

### Unscreening does not repair it

The Hartree and exchange-correlation potentials depend on the total density here, and that density is shared. The local ionic pseudopotential is therefore

$$v_{\rm ion}=v-v_{\rm H}[n]-v_{\rm xc}[n].$$

Putting $n$ back into the self-consistent equations restores $v$, its orbitals and hence $n$: the solution is self-consistent, with the wrong splitting. A calculation started with the screening potential reduced to 0.8 of its final value returned to a splitting of 7.766 eV.

The error also enters total energies. Let $f_s$ and $f_p$ be the occupations. When $f_l$ changes, the explicit change of the total energy is the expectation value of the one-electron Hamiltonian, $\varepsilon_l$. The orbital changes contribute terms proportional to $f_l\varepsilon_l\int u_l\,\delta u_l\,dr$, which vanish because the norm is fixed. Thus $dE/df_l=\varepsilon_l$, and moving charge $q$ from s to p costs

$$\frac{dE}{dq}=\varepsilon_p-\varepsilon_s .$$

For the local potential, a finite difference of total energies around s² p² gives 7.766 eV, equal to its splitting.

For a whole electron, s² p² → s¹ p³, the levels relax on the way. The promotion energies are 6.751 eV for the all-electron atom, 6.748 eV for the separate s and p potentials, and 7.918 eV for the local one. The local potential is 1.17 eV above the separate potentials: 1.10 eV is the initial splitting error and 0.07 eV is a difference in relaxation. Matching the density of one configuration has not made the potential transferable to another.

### How far the number carries

The error belongs to the chosen pseudo-atom, not to silicon alone. With the construction unchanged and a common cutoff in both channels, it is 1.11 eV at $r_c=0.0835$ nm, 1.10 eV at 0.1 nm and 1.22 eV at 0.1153 nm. The error has a shallow minimum in this range and rises on both sides, to about 1.27 eV at 0.07 nm and 1.39 eV at 0.13 nm. None of these cutoffs removes it.

A real silicon atom is also relativistic and spin-polarized. First-order estimates on the all-electron atom, which leave out the relaxation of the orbitals, change the splitting by about 0.07 eV for scalar relativity and by about 0.07 eV for spin polarization (majority spin); spin-orbit coupling splits the 3p level by about 0.03 eV. With the orbitals relaxed self-consistently the changes are about +0.05 eV for scalar relativity, and +0.05 eV (majority) and −0.11 eV (minority) for spin polarization. Each is far below 1.1 eV. This holds for the splitting only. The promotion energy is very sensitive to spin: with all unpaired spins parallel, the all-electron s² p² → s¹ p³ value falls from 6.75 to about 4.3 eV. The local potential still lies about 1.2 eV above the separate potentials (5.18 against 3.98 eV). The non-spherical density of the open shell and the error of the LDA itself are not estimated, so the all-electron values are a reference for the pseudopotentials, not for experiment. In a crystal the isolated-atom assumption fails altogether, because s and p states mix and the density changes. The atomic calculation therefore does not predict the error in the band gap.

The inverted potential returns the density of this one atomic configuration when the kinetic energy is that of the Kohn-Sham orbitals. A method that works with the density alone normally replaces this energy by an approximate functional of the density, and the same potential then gives a different density in general. For your purpose, check the atomic density with your own functional before relying on the potential. If bonding energies matter, check them separately against calculations with the original s and p potentials; a method that works with the density alone has no s and p levels to compare. With the orbital kinetic energy, the uniqueness shown above means that changing the local potential by more than a constant gives up the exact density match. With an approximate functional that match is in general already lost, and a different local potential may come closer to the density. The main values are in the numerical output below.

## Numbers as computed

```
cutoff radius r_c: 0.1000 nm
all-electron 3s level: -10.8339 eV
all-electron 3p level: -4.1713 eV
pseudo-atom s level: -10.8339 eV
pseudo-atom p level: -4.1713 eV
local-potential s level: -11.9369 eV
local-potential p level: -4.1713 eV
s-p splitting, pseudo-atom: 6.6626 eV
s-p splitting, local potential: 7.7656 eV
s-p splitting error (local - pseudo): 1.1029 eV
s-p splitting error, relative: 16.55 percent
s-p splitting error: 0.04053 hartree
numerical uncertainty of splitting: 2.6e-06 eV
largest density error / peak radial density: 6.1e-08
splitting from theta equation alone: 7.7656 eV
control: splitting put in: 8.5251 eV
control: splitting recovered: 8.5251 eV
<s|1/r^2|p>/<s|p>, pseudo-orbitals: 8.1320 eV (as energy)
s charge inside r_c, pseudo: 0.42027 e per electron
s charge inside r_c, local: 0.45252 e per electron
s mean radius, pseudo: 0.11520 nm
s mean radius, local: 0.11126 nm
s overlap defect 1-<local|pseudo>: 0.0010159 (no unit)
p charge inside r_c, pseudo: 0.24062 e per electron
p charge inside r_c, local: 0.20837 e per electron
p mean radius, pseudo: 0.14846 nm
p mean radius, local: 0.15240 nm
p overlap defect 1-<local|pseudo>: 0.0015301 (no unit)
kinetic energy, pseudo-orbitals: 34.6580 eV
kinetic energy, local orbitals: 34.0661 eV
kinetic excess of pseudo-orbitals: 0.59183 eV
screened potentials in eV: r (nm), v_s, v_p, v_local
  0.01  38.594  -30.063  80.942
  0.03  31.970  -30.321  26.277
  0.05  1.260  -31.429  -8.862
  0.08  -35.645  -30.704  -34.859
  0.12  -15.761  -15.761  -16.513
  0.20  -5.313  -5.313  -5.454
self-consistent local splitting: 7.7656 eV
energy slope dE/dq for s to p, local: 7.7656 eV
promotion s2p2 to s1p3, all-electron: 6.7513 eV
promotion s2p2 to s1p3, semilocal: 6.7477 eV
promotion s2p2 to s1p3, local: 7.9184 eV
splitting error at r_c = 0.0835 nm: 1.1112 eV
splitting error at r_c = 0.1153 nm: 1.2234 eV
neglected: scalar relativity, change of splitting: 0.0679 eV
neglected: spin-orbit splitting of 3p: 0.0326 eV
neglected: spin polarization, majority splitting: 0.0691 eV
```
